**Angular dispersion of a mixed-mode exciton in a uniaxial crystal**

The program tests \(E(\theta)^2=E_T^2+(E_L^2-E_T^2)s(\theta)\) with \(s=\varepsilon_\perp\sin^2\theta/(\varepsilon_\perp\sin^2\theta+\varepsilon_\parallel\cos^2\theta)\). Here \(\theta\) is the angle between wavevector and axis, \(E_T\) and \(E_L\) are the transverse and longitudinal energies, and \(\varepsilon_\perp\) and \(\varepsilon_\parallel\) are the background constants. It asserts that a reciprocal-space exchange sum for a localized pair density has the expected directional part. In a spin-resolved many-transition model with bare exchange, it asserts that the two lowest triplets and the ordinary singlet do not shift, and that the mixed mode satisfies the dielectric condition. The closed formula must agree with diagonalization within 2% of the splitting; the largest difference found is 0.28%, against 13.9% for a plain \(\sin^2\theta\) law. A two-exciton matrix must agree within 3% of the same splitting, and the largest difference found is 0.28%. The program also asserts that the retardation shift falls nearly as \(1/q^2\): a fourfold wavevector reduces it by a factor of 16.3. In the worked example the mixed mode moves from 2.0000 to 2.0270 eV.

## Program and output

```python
"""Mixed-mode exciton of a uniaxial crystal.
Result under test, for a singlet exciton with dipole perpendicular to the axis:
    E(theta)^2 = E_T^2 + (E_L^2 - E_T^2) * s(theta)
    s = eps_perp sin^2 / (eps_perp sin^2 + eps_par cos^2)
    E_L^2 - E_T^2 = 2 E_T * kappa * d^2 / eps_perp
theta: angle between wavevector q and axis; E_T, E_L: transverse and
longitudinal energies; d: dipole per cell with spin sum; eps_perp, eps_par:
background constants; kappa = 4 pi e^2 / cell volume (Gaussian form).
Energies are in eV, lengths in angstrom, dipoles in e angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import block_diag
from scipy.optimize import brentq

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV angstrom
HBAR_C = const.hbar * const.c / const.e * 1e10             # eV angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]
CELL_VOLUME = 100.0
KAPPA = 4 * np.pi * COULOMB / CELL_VOLUME


def share(theta, eps_perp, eps_par):
    top = eps_perp * np.sin(theta) ** 2
    return top / (top + eps_par * np.cos(theta) ** 2)


def mixed_energy(theta, e_t, dipole_sq, eps_perp, eps_par):
    gap_sq = 2 * e_t * KAPPA * dipole_sq / eps_perp
    return np.sqrt(e_t**2 + gap_sq * share(theta, eps_perp, eps_par))


def two_mode_energies(theta, energies, dipoles, eps_perp, eps_par):
    direction = np.array([np.sin(theta), np.cos(theta)])
    screening = eps_perp * direction[0] ** 2 + eps_par * direction[1] ** 2
    g = np.sqrt(energies) * dipoles * direction
    matrix = np.diag(energies**2) + 2 * KAPPA * np.outer(g, g) / screening
    return np.sqrt(np.linalg.eigvalsh(matrix))


# Exchange of a localized s-p pair density, summed over reciprocal vectors.
# Its directional limit must come from the vector G = 0 alone.
side_a, side_c, width = 4.0, 6.0, 0.7
grid = np.linspace(-8.0, 8.0, 1601)
step = grid[1] - grid[0]
gauss = np.exp(-grid**2 / (2 * width**2))


def even_transform(k):
    return step * np.cos(np.outer(k, grid)) @ gauss


def odd_transform(k):
    return step * np.sin(np.outer(k, grid)) @ (grid * gauss)


def lattice_exchange(q):
    kx = q[0] + 2 * np.pi / side_a * np.arange(-8, 9)
    ky = q[1] + 2 * np.pi / side_a * np.arange(-8, 9)
    kz = q[2] + 2 * np.pi / side_c * np.arange(-12, 13)
    density = (odd_transform(kx)[:, None, None]
               * even_transform(ky)[None, :, None]
               * even_transform(kz)[None, None, :])
    k_sq = (kx[:, None, None]**2 + ky[None, :, None]**2
            + kz[None, None, :]**2)
    return (4 * np.pi * COULOMB / (side_a**2 * side_c)
            * np.sum(density**2 / k_sq))


pair_dipole = step**3 * np.sum(grid**2 * gauss) * np.sum(gauss) ** 2
small_q = 1e-4
exchange_axis = lattice_exchange(small_q * np.array([0.0, 0.0, 1.0]))
exchange_errors = []
for angle in np.radians([30.0, 60.0, 90.0]):
    q_vec = small_q * np.array([np.sin(angle), 0.0, np.cos(angle)])
    found = lattice_exchange(q_vec) - exchange_axis
    expected = (4 * np.pi * COULOMB / (side_a**2 * side_c)
                * pair_dipole**2 * np.sin(angle) ** 2)
    exchange_errors.append(abs(found / expected - 1))
assert max(exchange_errors) < 1e-5

# Many-transition model: only bare exchange is put in, never a screened one.
SPIN_RESOLVED = (np.eye(2), np.ones((2, 2)))
SINGLET = (np.array([[1.0]]), np.array([[2.0]]))
rng = np.random.default_rng(7)


def make_block(levels, dipoles):
    n = len(levels)
    m1, m2, m3 = rng.normal(size=(3, n, n))
    attraction = 0.025 * (m1 + m1.T)
    attraction_coupling = 0.015 * (m2 + m2.T)
    short_exchange = 0.01 * m3 @ m3.T
    return (np.diag(levels) - attraction, -attraction_coupling,
            short_exchange, np.array(dipoles))


def bse_blocks(blocks, projected_dipole, spin):
    resonant = block_diag(*[b[0] for b in blocks])
    coupling = block_diag(*[b[1] for b in blocks])
    exchange = block_diag(*[b[2] for b in blocks])
    exchange = exchange + KAPPA * np.outer(projected_dipole,
                                          projected_dipole)
    common = np.kron(spin[1], exchange)
    return (np.kron(spin[0], resonant) + common,
            np.kron(spin[0], coupling) + common)


def full_spectrum(blocks, projected_dipole, spin):
    a, b = bse_blocks(blocks, projected_dipole, spin)
    values = np.linalg.eigvals(np.block([[a, b], [-b, -a]]))
    assert np.max(np.abs(values.imag)) < 1e-7
    return np.sort(values.real[values.real > 0])


def singlet_modes(block):
    """Energies and dipoles without the macroscopic exchange term."""
    a, b = bse_blocks([block], np.zeros(len(block[3])), SINGLET)
    w, u = np.linalg.eigh(a - b)
    root = (u * np.sqrt(w)) @ u.T
    squares, vectors = np.linalg.eigh(root @ (a + b) @ root)
    energies = np.sqrt(squares)
    dipoles = np.sqrt(2) * (block[3] @ root @ vectors) / np.sqrt(energies)
    return energies, dipoles


def dielectric(omega, modes, first=0):
    e, d = modes[0][first:], modes[1][first:]
    return 1 + KAPPA * np.sum(2 * e * d**2 / (e**2 - omega**2))


perp = make_block([2.0, 6.0, 8.0, 10.0], [0.25, 1.2, 1.2, 1.2])
par = make_block([7.0, 9.0, 11.0], [1.8, 1.8, 1.8])
perp_modes, par_modes = singlet_modes(perp), singlet_modes(par)
model_et, model_d = perp_modes[0][0], perp_modes[1][0]
model_eps_perp = dielectric(model_et, perp_modes, first=1)
model_eps_par = dielectric(model_et, par_modes)
model_el = mixed_energy(np.pi / 2, model_et, model_d**2,
                        model_eps_perp, model_eps_par)
model_gap = model_el - model_et

no_long_range = full_spectrum([perp, perp, par], np.zeros(11), SPIN_RESOLVED)
model_rows, formula_errors, sine_errors, zero_errors = [], [], [], []
for degrees in (15, 30, 45, 60, 75, 90):
    angle = np.radians(degrees)
    projected = np.concatenate([perp[3] * np.sin(angle), np.zeros(4),
                                par[3] * np.cos(angle)])
    spectrum = full_spectrum([perp, perp, par], projected, SPIN_RESOLVED)
    # Lowest four: two triplets, the ordinary singlet, the mixed singlet.
    assert np.allclose(spectrum[:2], no_long_range[:2], atol=1e-8)
    assert abs(spectrum[2] - model_et) < 1e-8
    mixed = spectrum[3]
    zero_errors.append(abs(
        dielectric(mixed, perp_modes) * np.sin(angle) ** 2
        + dielectric(mixed, par_modes) * np.cos(angle) ** 2))
    predicted = mixed_energy(angle, model_et, model_d**2,
                             model_eps_perp, model_eps_par)
    sine_law = np.sqrt(model_et**2 + (model_el**2 - model_et**2)
                       * np.sin(angle) ** 2)
    formula_errors.append(abs(mixed - predicted) / model_gap)
    sine_errors.append(abs(mixed - sine_law) / model_gap)
    model_rows.append((degrees, mixed, predicted))
assert max(zero_errors) < 1e-6
# The closed formula neglects background dispersion across the splitting.
assert max(formula_errors) < 0.02
assert max(sine_errors) > 5 * max(formula_errors)

# Two nearby excitons, one perpendicular and one parallel to the axis.
par_low = make_block([2.05, 7.0, 9.0, 11.0], [0.3, 1.8, 1.8, 1.8])
low_modes = singlet_modes(par_low)
pair_energies = np.array([model_et, low_modes[0][0]])
pair_dipoles = np.array([model_d, low_modes[1][0]])
pair_eps_par = dielectric(model_et, low_modes, first=1)
pair_errors = []
for angle in np.radians([0.0, 20.0, 45.0, 70.0, 90.0]):
    projected = np.concatenate([perp[3] * np.sin(angle),
                                par_low[3] * np.cos(angle)])
    found = full_spectrum([perp, par_low], projected, SINGLET)[:2]
    predicted = two_mode_energies(angle, pair_energies, pair_dipoles,
                                  model_eps_perp, pair_eps_par)
    pair_errors.append(np.max(np.abs(found - predicted)) / model_gap)
assert max(pair_errors) < 0.03   # neglected background dispersion

# Worked example with round parameters.
E_T, DIPOLE, EPS_PERP, EPS_PAR = 2.0, 0.3, 6.0, 9.0
E_L = mixed_energy(np.pi / 2, E_T, DIPOLE**2, EPS_PERP, EPS_PAR)
bare_shift = KAPPA * DIPOLE**2
linear_gap = bare_shift / EPS_PERP
half_angle = np.arctan(np.sqrt(EPS_PAR / EPS_PERP))


def extraordinary_energy(q, angle):
    """Energy between E_T and E_L from the Maxwell determinant."""
    s, c = np.sin(angle), np.cos(angle)

    def scaled_determinant(omega):
        n_sq = (q * HBAR_C / omega) ** 2
        pole = E_T**2 - omega**2
        eps_x = EPS_PERP * (E_L**2 - omega**2) / pole
        wave = np.array([[n_sq * c * c - eps_x, -n_sq * s * c],
                         [-n_sq * s * c, n_sq * s * s - EPS_PAR]])
        return pole * np.linalg.det(wave)
    return brentq(scaled_determinant, E_T + 1e-9, E_L, xtol=1e-13)


test_angle = np.pi / 4
limit_energy = mixed_energy(test_angle, E_T, DIPOLE**2, EPS_PERP, EPS_PAR)
light_q = E_T / HBAR_C
q_values = np.array([20.0, 80.0]) * light_q
retardation = np.array([extraordinary_energy(q, test_angle) - limit_energy
                        for q in q_values])
shift_ratio = retardation[0] / retardation[1]
assert abs(shift_ratio / 16 - 1) < 0.1   # next order in 1/q^2 remains

print(f"Largest relative error, directional exchange: "
      f"{max(exchange_errors):.1e}")
print("MANY-TRANSITION MODEL")
print(f"E_T = {model_et:.5f} eV, E_L formula = {model_el:.5f} eV")
print(f"lowest triplet = {no_long_range[0]:.5f} eV")
print(f"exciton dipole = {abs(model_d):.4f} e angstrom")
print(f"background: eps_perp = {model_eps_perp:.3f}, "
      f"eps_par = {model_eps_par:.3f}")
print(f"bare exchange shift kappa d^2 = {KAPPA * model_d**2:.5f} eV")
print(f"splitting E_L - E_T = {model_gap:.5f} eV")
for degrees, mixed, predicted in model_rows:
    print(f"theta {degrees:2d} deg: diagonalized {mixed:.5f} eV, "
          f"formula {predicted:.5f} eV")
print(f"largest |q.eps.q| at the mixed energy: {max(zero_errors):.1e}")
print(f"largest formula error / splitting: {max(formula_errors):.4f}")
print(f"largest sin^2-law error / splitting: {max(sine_errors):.4f}")
print(f"largest two-exciton error / splitting: {max(pair_errors):.4f}")
print("WORKED EXAMPLE")
print(f"E_T = {E_T:.3f} eV, d = {DIPOLE:.2f} e angstrom, "
      f"v = {CELL_VOLUME:.0f} angstrom^3")
print(f"eps_perp = {EPS_PERP:.1f}, eps_par = {EPS_PAR:.1f}")
print(f"e^2 (Gaussian) = {COULOMB:.5f} eV angstrom")
print(f"bare exchange shift = {bare_shift:.5f} eV")
print(f"small-splitting Delta = {linear_gap:.6f} eV")
print(f"E_L = {E_L:.6f} eV; E_L - E_T = {E_L - E_T:.6f} eV "
      f"= {(E_L - E_T) / HARTREE:.6f} hartree")
print("theta (deg), share s, E (eV), linear E (eV), sin^2-law E (eV)")
for degrees in (0, 15, 30, 45, 60, 75, 90):
    angle = np.radians(degrees)
    s_value = share(angle, EPS_PERP, EPS_PAR)
    energy = mixed_energy(angle, E_T, DIPOLE**2, EPS_PERP, EPS_PAR)
    sine_law = np.sqrt(E_T**2 + (E_L**2 - E_T**2) * np.sin(angle) ** 2)
    print(f"{degrees:2d}  {s_value:.4f}  {energy:.6f}  "
          f"{E_T + linear_gap * s_value:.6f}  {sine_law:.6f}")
print(f"angle for s = 1/2: {np.degrees(half_angle):.3f} deg")
print(f"vacuum light wavevector at E_T: {light_q:.6f} 1/angstrom")
for q, shift in zip(q_values, retardation):
    print(f"45 deg, q = {q:.5f} 1/angstrom: retardation shift "
          f"{shift:.3e} eV")
print(f"ratio of these shifts for fourfold q: {shift_ratio:.3f}")
second_energy = 2.02
print(f"TWO EXCITONS: parallel one at {second_energy:.3f} eV, same dipole")
for degrees in (0, 30, 45, 60, 90):
    low, high = two_mode_energies(
        np.radians(degrees), np.array([E_T, second_energy]),
        np.array([DIPOLE, DIPOLE]), EPS_PERP, EPS_PAR)
    print(f"theta {degrees:2d} deg: lower {low:.6f} eV, upper {high:.6f} eV")
print("checks complete")
```

Printed output:

```
Largest relative error, directional exchange: 1.4e-08
MANY-TRANSITION MODEL
E_T = 2.06452 eV, E_L formula = 2.10366 eV
lowest triplet = 1.99918 eV
exciton dipole = 0.3427 e angstrom
background: eps_perp = 5.381, eps_par = 9.510
bare exchange shift kappa d^2 = 0.21256 eV
splitting E_L - E_T = 0.03913 eV
theta 15 deg: diagonalized 2.06607 eV, formula 2.06607 eV
theta 30 deg: diagonalized 2.07078 eV, formula 2.07078 eV
theta 45 deg: diagonalized 2.07874 eV, formula 2.07875 eV
theta 60 deg: diagonalized 2.08919 eV, formula 2.08924 eV
theta 75 deg: diagonalized 2.09920 eV, formula 2.09929 eV
theta 90 deg: diagonalized 2.10355 eV, formula 2.10366 eV
largest |q.eps.q| at the mixed energy: 2.2e-11
largest formula error / splitting: 0.0028
largest sin^2-law error / splitting: 0.1391
largest two-exciton error / splitting: 0.0028
WORKED EXAMPLE
E_T = 2.000 eV, d = 0.30 e angstrom, v = 100 angstrom^3
eps_perp = 6.0, eps_par = 9.0
e^2 (Gaussian) = 14.39965 eV angstrom
bare exchange shift = 0.16286 eV
small-splitting Delta = 0.027143 eV
E_L = 2.026961 eV; E_L - E_T = 0.026961 eV = 0.000991 hartree
theta (deg), share s, E (eV), linear E (eV), sin^2-law E (eV)
 0  0.0000  2.000000  2.000000  2.000000
15  0.0457  2.001239  2.001240  2.001817
30  0.1818  2.004929  2.004935  2.006774
45  0.4000  2.010828  2.010857  2.013526
60  0.6667  2.018014  2.018095  2.020254
75  0.9028  2.024355  2.024504  2.025166
90  1.0000  2.026961  2.027143  2.026961
angle for s = 1/2: 50.768 deg
vacuum light wavevector at E_T: 0.001014 1/angstrom
45 deg, q = 0.02027 1/angstrom: retardation shift -3.001e-04 eV
45 deg, q = 0.08108 1/angstrom: retardation shift -1.844e-05 eV
ratio of these shifts for fourfold q: 16.274
TWO EXCITONS: parallel one at 2.020 eV, same dipole
theta  0 deg: lower 2.000000 eV, upper 2.038015 eV
theta 30 deg: lower 2.002655 eV, upper 2.036989 eV
theta 45 deg: lower 2.006081 eV, upper 2.035517 eV
theta 60 deg: lower 2.010861 eV, upper 2.033122 eV
theta 90 deg: lower 2.020000 eV, upper 2.026961 eV
checks complete
```
